# Overlap conservation, symplecticity and energy error of Gauss-Legendre Kohn-Sham propagation, part 1

(Sections cited here and not found follow in the second part.)

## Overlaps, symplecticity and order

A short pulse sets the electrons of a molecule moving, and their spectrum is read from the oscillating density that follows. A sharp spectrum needs a long record, hence thousands of time steps. During all of them the occupied Kohn-Sham orbitals must stay orthonormal, since their norms carry the electron number and their orthogonality makes the determinant's density the sum of the orbital densities. After the pulse the energy should also stay put. In a nonlinear equation, where the orbitals determine their own Hamiltonian, these are two separate demands on the integrator.

Let $N_o$ doubly occupied orbitals be expanded in a finite orthonormal basis of size $M$, and let their coefficients be the columns of the $M\times N_o$ matrix $C$. In Hartree atomic units,

$$i\dot C=H(C,t)\,C,\qquad \dot C=f(C,t)=-iH(C,t)C. \tag{1}$$

The same Hermitian matrix $H$ acts on every orbital. The overlap matrix $C^\dagger C$ then obeys

$$\frac{d}{dt}C^\dagger C=(-iHC)^\dagger C+C^\dagger(-iHC)=iC^\dagger(H^\dagger-H)C=0. \tag{2}$$

Hermiticity is the sole property of $H$ used here. Its dependence on $C$ and on time is immaterial.

The energy needs more structure. Suppose that $H$ comes from a real, smooth energy $E$ through $2HC=\partial E/\partial C^*$, the factor 2 being the occupation. This holds for an adiabatic functional, whose potential is the derivative of an energy of the instantaneous density. For a change $Y$ of the orbitals, the derivative of the real function $E$ is

$$E'(C)[Y]=2\,\mathrm{Re}\,\mathrm{Tr}\Big[\Big(\frac{\partial E}{\partial C^*}\Big)^{\!\dagger}Y\Big]=4\,\mathrm{Re}\,\mathrm{Tr}\,(HC)^\dagger Y .$$

By (1), $HC=if$, so $(HC)^\dagger=-if^\dagger$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ gives

$$E'(C)[Y]=\Omega(f(C),Y),\qquad \Omega(X,Y)=4\,\mathrm{Im}\,\mathrm{Tr}\,X^\dagger Y. \tag{3}$$

The form $\Omega$ is real, bilinear over the real numbers and antisymmetric. It is nondegenerate, because $\Omega(X,iX)=4\,\mathrm{Tr}X^\dagger X>0$ for $X\ne0$. Writing $C=(q+ip)/2$ turns (3) into $\dot q\cdot\delta p-\dot p\cdot\delta q=\delta E$, which is Hamilton's pair $\dot q=\partial E/\partial p$, $\dot p=-\partial E/\partial q$. If $E$ has no explicit time dependence, then $\dot E=\Omega(f,f)=0$.

The $s$-stage Gauss-Legendre method replaces the orbitals within one step of length $h$ by a matrix polynomial $u(\tau)$ of degree at most $s$, with $\tau$ running from 0 to 1. It starts at $u(0)=C_n$ and satisfies the equation of motion at $s$ nodes $c_i$:

$$u'(c_i)=h f\big(u(c_i),t_n+c_ih\big),\qquad C_{n+1}=u(1). \tag{4}$$

The nodes are the zeros of the Legendre polynomial $P_s$ shifted to $[0,1]$. Let $l_j$ be the polynomial of degree $s-1$ equal to 1 at $c_j$ and 0 at the other nodes, and let $b_j=\int_0^1l_j\,d\tau$. Then

$$\int_0^1p(\tau)\,d\tau=\sum_i b_i\,p(c_i)\quad\text{for degree } p\le 2s-1. \tag{5}$$

To see this, divide $p=qP_s+r$ with $q$ and $r$ of degree at most $s-1$. The integral of $qP_s$ vanishes by orthogonality, and its nodal values vanish too. The remainder $r$ equals its interpolant $\sum_i r(c_i)l_i$, so (5) holds for it by the definition of $b_i$.

With $Y_i=u(c_i)$ and slopes $K_j=f(Y_j,t_n+c_jh)$, we have $u'=h\sum_jl_jK_j$. Integration gives the Runge-Kutta form

$$Y_i=C_n+h\sum_ja_{ij}K_j,\quad C_{n+1}=C_n+h\sum_jb_jK_j,\quad a_{ij}=\int_0^{c_i}l_j\,d\tau. \tag{6}$$

These equations are implicit. Let $|f|\le B$ and let $f$ have Lipschitz constant $L$ within unit distance of $C_n$, and put $\alpha=\max_i\sum_j|a_{ij}|$. If $h\alpha B\le1$ and $h\alpha L<1$, the right side of the stage equations maps this neighbourhood into itself and contracts distances, so there is one solution in it. It depends smoothly on $C_n$ and $h$ by the implicit function theorem. On a fine grid $L$ is dominated by the kinetic energy and grows as the inverse square of the spacing, which restricts $h$ in this argument. The condition is sufficient, not necessary. In the model below the largest eigenvalue of $H$ is about 8 hartree, so $h\alpha L$ exceeds one for two and three stages at $h=0.2$; there solvability rests on the observed convergence of the iteration.

Now consider $S(\tau)=u^\dagger u$. Its derivative has degree at most $2s-1$, so (5) integrates it without error. At a node, (4) gives

$$S'(c_i)=h\big[(-iH_iY_i)^\dagger Y_i+Y_i^\dagger(-iH_iY_i)\big]=ihY_i^\dagger(H_i^\dagger-H_i)Y_i=0,$$

where $H_i$ is evaluated at $Y_i$. Therefore

$$C_{n+1}^\dagger C_{n+1}-C_n^\dagger C_n=\sum_ib_iS'(c_i)=0. \tag{7}$$

Every norm and every mutual overlap is conserved, for any step at which the stage equations have been solved, and with a driving field present. If orbitals $k$ and $l$ had different Hamiltonians, the nodal derivative of their overlap would be $ih\,y_k^\dagger(H_k-H_l)y_l$, which need not vanish; norms would survive but orthogonality would not.

The same reasoning gives an identity for the coefficients. Let $L_i(\tau)=\int_0^\tau l_i$, so that $L_i(1)=b_i$ and $L_j(c_k)=a_{kj}$. Applying (5) to $(L_iL_j)'=l_iL_j+L_il_j$ yields

$$b_ib_j=\sum_kb_k(\delta_{ik}a_{kj}+a_{ki}\delta_{kj})=b_ia_{ij}+b_ja_{ji}. \tag{8}$$

For one to five stages the computed violation of (8) is at most $2\times10^{-15}$. For the classical explicit fourth-order Runge-Kutta method, RK4, it is $0.111$: its second diagonal entry alone gives $b_2^2=1/9$, since $a_{22}=0$.

In practice the stage equations are iterated and then stopped. Let the final slopes be $K_i=f(Y_i)+r_i$, with $Y_i$ formed from these same slopes by (6). The polynomial argument is unchanged except at the nodes, where the residuals $r_i$ now remain:

$$C_{n+1}^\dagger C_{n+1}-C_n^\dagger C_n=h\sum_ib_i\big(Y_i^\dagger r_i+r_i^\dagger Y_i\big). \tag{9}$$

So the loss of orthonormality measures the unfinished iteration and rounding, and does not contain the time-step error.

A small model makes these statements testable. Four electrons move on a line of 31 grid points with spacing $\Delta=0.5$ bohr. The kinetic energy is the three-point finite difference, the external potential is $-4/\sqrt{x^2+1}$, and electrons repel through $1/\sqrt{1+(x-x')^2}$, with lengths in bohr. Let $N_j=2\sum_k|C_{jk}|^2$ be the electron number on point $j$. With an exchange energy quadratic in the density, $-(g/4)\sum_jN_j^2/\Delta$ and $g=0.2$ hartree bohr, the total energy is

$$E=2\,\mathrm{Tr}\,C^\dagger h_0C+\tfrac12N\!\cdot\!KN,\qquad v=KN. \tag{10}$$

Here $h_0$ contains kinetic and external energy, and the symmetric matrix $K$ contains the repulsion, less $g/(2\Delta)=0.2$ hartree on its diagonal. All parameters are round numbers and stand for no particular substance. The self-consistent levels are $-0.724$ and $+0.136$ hartree. On longer grids of 61 and 91 points with the same spacing, the upper level falls to about $0.07$ and $0.04$ hartree and its orbital spreads out. The well still keeps most of this orbital: its weight within 4 bohr of the centre is $0.89$ on 31 points, $0.80$ and $0.77$ on the longer grids, and $0.75$ on 361 points, where the level is $0.009$ hartree. The remaining tail, up to about half an electron, is held by the ends of the grid. The motion studied is therefore that of a confined system.

It is started by multiplying the ground-state orbitals by $e^{ikx}$ with $k=0.5$ per bohr. In a continuum this would add $4k^2/2=0.5$ hartree. On the grid the energy rises from $-5.519$ to $-5.053$ hartree, by $0.466$ hartree. The finite-difference kinetic energy of a real normalized orbital with values $C_j$ contains the term $-\sum_jC_jC_{j+1}/\Delta^2$, which the kick multiplies by $\cos k\Delta$. The rise per electron is therefore $(1-\cos k\Delta)/\Delta^2=0.124$ hartree times $\sum_jC_jC_{j+1}$. This sum is below one because the orbital varies from point to point, and it accounts for most of the difference from the continuum value.

With an added potential $0.1x\cos(0.5t)$, 100 two-stage steps of $h=0.1$ leave the overlaps unchanged to $4\times10^{-16}$. Stopping the iteration after two sweeps of a single step changes them by $7.96\times10^{-6}$, and (9) reproduces this change to $3\times10^{-16}$.

Symplecticity follows from the same quadrature. Let $\Phi_h$ denote one step, and displace its starting orbitals in two directions $X$ and $Y$. The displacements of the polynomial, $\xi(\tau)$ and $\eta(\tau)$, are polynomials of degree at most $s$. Differentiating (4) shows that

$$\xi'(c_i)=hf'(Y_i)[\xi(c_i)],\qquad \xi(0)=X,\qquad \xi(1)=\Phi_h'X,$$

and likewise for $\eta$. Differentiating (3) along $\xi$ gives $E''(\xi,\eta)=\Omega(f'\xi,\eta)$. The second derivative is symmetric and $\Omega$ antisymmetric, so

$$\Omega(f'\xi,\eta)+\Omega(\xi,f'\eta)=E''(\xi,\eta)-E''(\eta,\xi)=0. \tag{11}$$

Hence $\Omega(\xi,\eta)$, of degree at most $2s$ in $\tau$, has zero derivative at each node, and (5) gives

$$\Omega(\Phi_h'X,\Phi_h'Y)=\Omega(X,Y). \tag{12}$$

This is the statement that the step is symplectic. An explicit time dependence of $E$ does no harm, since (11) is used at one time for each node.

Hermiticity alone would not suffice. For a potential $v=KN$ the density response contributes to $\Omega(f'\xi,\eta)$ the term

$$4\,\mathrm{Im}\,\mathrm{Tr}\big[(-i\,\delta v\,C)^\dagger\eta\big]=4\,\mathrm{Re}\,\mathrm{Tr}\,C^\dagger\delta v\,\eta=\delta N[\eta]\cdot K\,\delta N[\xi],$$

where $\delta N_j[\eta]=4\,\mathrm{Re}\sum_kC_{jk}^*\eta_{jk}$. It is symmetric in $\xi$ and $\eta$ when $K$ is. Multiplying row $j$ of $K$ by $1+0.1x_j$ keeps the potential real and $H$ Hermitian, but destroys this symmetry. In the model, two-stage steps of $h=0.2$ then conserve overlaps to $4\times10^{-15}$ over 100 steps, while (12) fails by $1.1\times10^{-2}$. This number is the largest entry of the violation in coordinates where the matrix of the form has entries 0 and $\pm1$. With the proper $K$ the violation is $1.3\times10^{-11}$, the level of the numerical differentiation; for RK4 it is $4.4\times10^{-2}$.

It remains to find the accuracy. Take $f$ independent of time, let $\varphi_t$ be the exact flow, and write $U(t)=u(t/h)$. The defect $\delta(t)=\dot U-f(U)$ vanishes at the nodes. The curve $g(t)=\varphi_{h-t}(U(t))$ runs from the exact result $\varphi_h(C_n)$ to the numerical one $C_{n+1}$. Since $\varphi_r'(y)f(y)=f(\varphi_r(y))$, as differentiation of $\varphi_r(\varphi_\epsilon(y))=\varphi_{r+\epsilon}(y)$ at $\epsilon=0$ shows,

$$C_{n+1}-\varphi_h(C_n)=\int_0^h\dot g\,dt=\int_0^h\varphi'_{h-t}(U(t))\,\delta(t)\,dt. \tag{13}$$

The quadrature sum for this integral is zero. Its error is $O(h^{2s+1})$, because the Taylor polynomial of degree $2s-1$ of the integrand is treated exactly and the rest is $O(h^{2s})$ on an interval of length $h$.

This requires derivatives of $U$ that stay bounded as $h\to0$. They do: $\dot U$ interpolates $f(U(t))$ at the nodes and is bounded. If $U$ has bounded derivatives up to order $k\le s-1$, so has $f(U)$. Its Taylor polynomial of degree $k-1$ is reproduced by interpolation and has zero $k$th derivative. The remainder has nodal values $O(h^k)$, while $k$ derivatives of $l_j(t/h)$ cost $h^{-k}$. So $U^{(k+1)}$ is bounded too, and derivatives beyond order $s$ vanish.

A local error grows under the exact flow by at most $e^{LT}$ in a time $T$. Adding $T/h$ of them gives a global orbital error $O(h^{2s})$ at fixed $T$. The exponential factor makes this estimate useless for the energy over long times.

The Gauss-Legendre step conserves all orbital overlaps, is symplectic when $H$ derives from an energy, and has a global orbital error $O(h^{2s})$ at fixed time. What remains is the energy over long times, for which the exponential factor makes this error estimate useless.
